# Intrinsic cutoff frequency of a 100 nm square-law transistor

## Problem

An n-channel MOS transistor has channel length \(L=100\) nm, electron mobility \(\mu=300\ \mathrm{cm^2/Vs}\) and gate overdrive \(V_{ov}=0.3\) V, where \(V_{ov}\) is the gate-source voltage minus the threshold voltage. It is biased in saturation and obeys the square law. Calculate its intrinsic cutoff frequency \(f_T\), neglecting parasitics.

The cutoff frequency is defined by the current gain. Apply a small sinusoidal voltage to the gate while source and drain are held at constant potentials. The gate draws a current of amplitude \(i_g\), and the drain current varies with amplitude \(i_d\). At low frequency \(|i_d/i_g|\) falls as \(1/f\), and \(f_T\) is the frequency at which this law, extrapolated, reaches one. "Intrinsic" means that the gate current charges the channel alone, not overlaps, fringing fields or wiring.

The square-law model assumes that the mobility is constant, that electrons move by drift alone, that the potential varies gradually along the channel, and that the depletion charge under the channel is uniform. Saturation requires a drain-source voltage of at least \(V_{ov}\).

## A tempting solution

A transistor should stop responding when the signal changes faster than electrons can cross the channel. This suggests finding the transit time \(\tau\) and setting \(2\pi f_T=1/\tau\).

Let \(x\) run from the source (\(x=0\)) to the drain (\(x=L\)), and let \(V(x)\) be the channel potential relative to the source. The magnitude of the electron charge per unit area is \(C_{ox}u\), where \(C_{ox}\) is the oxide capacitance per area and
\[
u(x)=V_{ov}-V(x).
\]
The field driving the electrons has magnitude \(dV/dx\), so their speed is \(\mu\,dV/dx\). For a channel of width \(W\), the current is width times charge per area times speed:
\[
I=\mu W C_{ox}\,u\,\frac{dV}{dx}=-\mu W C_{ox}\,u\,\frac{du}{dx}.
\]
The second form uses \(dV=-du\). In steady state \(I\) is the same at every \(x\). In saturation the model lets the charge vanish at the drain end, so \(u\) falls from \(V_{ov}\) to 0. Integrating over the whole channel,
\[
IL=\mu W C_{ox}\int_0^{V_{ov}}u\,du
\quad\Longrightarrow\quad
I=\frac{\mu C_{ox}W}{2L}V_{ov}^2 .
\]
This is the square law. Integrating only from the source to \(x\) gives
\[
Ix=\tfrac12\mu WC_{ox}\left(V_{ov}^2-u^2\right).
\]
Inserting \(I\) and solving for \(u\),
\[
u(x)=V_{ov}\sqrt{1-x/L}.
\]
The total channel charge is therefore
\[
Q=WC_{ox}\int_0^L u\,dx
=WLC_{ox}V_{ov}\int_0^1\sqrt{s}\,ds
=\tfrac23WLC_{ox}V_{ov},
\]
with \(s=1-x/L\). A steady current \(I\) replaces the charge \(Q\) once per transit time, so
\[
\tau=\frac{Q}{I}=\frac{\tfrac23WLC_{ox}V_{ov}}{\mu C_{ox}WV_{ov}^2/(2L)}=\frac{4L^2}{3\mu V_{ov}} .
\]
The numbers give \(\tau=1.48\) ps, and \(1/(2\pi\tau)\) is 107 GHz.

## Where it fails

The transit time is correct. The fault is the step \(2\pi f_T=1/\tau\), which was never derived from the definition of \(f_T\).

The definition concerns changes. A slow change \(\delta V_{ov}\) alters the drain current by \(\delta I\) and the channel charge by \(\delta Q\). The gate must supply a charge equal to \(\delta Q\), because gate and channel charge balance across the oxide. For a sinusoid of angular frequency \(\omega\), the gate current has amplitude \(\omega|\delta Q|\). Unit gain then requires
\[
\omega_T=\frac{\delta I}{\delta Q}=\frac{dI/dV_{ov}}{dQ/dV_{ov}} .
\]
The tempting solution used \(I/Q\) in place of \(dI/dQ\). These agree if \(I\) is proportional to \(Q\), but here \(I\propto V_{ov}^2\) and \(Q\propto V_{ov}\). Hence
\[
\frac{dI}{dV_{ov}}=\frac{2I}{V_{ov}},\qquad
\frac{dQ}{dV_{ov}}=\frac{Q}{V_{ov}},\qquad
\omega_T=\frac{2I}{Q}=\frac{2}{\tau}.
\]
The estimate is too small by a factor of two. Physically, a higher gate voltage both adds electrons and raises the field that moves them. The current gains from both effects, while the gate pays only for the added electrons.

## The right solution

The two derivatives are the transconductance and the gate-source capacitance:
\[
g_m=\frac{dI}{dV_{ov}}=\frac{\mu C_{ox}W}{L}V_{ov},
\qquad
C_{gs}=\frac{dQ}{dV_{ov}}=\frac23WLC_{ox}.
\]
The drain voltage adds no intrinsic capacitance to the gate in this model: once the charge at the drain end is zero, the drain voltage no longer affects the channel charge. The reverse coupling does not vanish. A gate signal produces a capacitive drain current \(\tfrac{4}{15}\omega WLC_{ox}v\) in quadrature, found below as a phase lag; it changes \(|i_d|\) only at second order in \(\omega\) and so leaves the extrapolated \(f_T\) unchanged. For a gate signal of amplitude \(v\),
\[
|i_d|=g_mv,\qquad |i_g|=\omega C_{gs}v .
\]
Equating them gives
\[
f_T=\frac{g_m}{2\pi C_{gs}}
=\frac{1}{2\pi}\,\frac{\mu C_{ox}WV_{ov}/L}{\tfrac23WLC_{ox}}
=\frac{3\mu V_{ov}}{4\pi L^2}.
\]
Width and oxide capacitance cancel, since both scale current and charge equally.

In SI units \(\mu=0.03\ \mathrm{m^2/Vs}\) and \(L=10^{-7}\) m, so
\[
\frac{\mu V_{ov}}{L^2}=\frac{0.03\times0.3}{10^{-14}}\ \mathrm{s^{-1}}=9\times10^{11}\ \mathrm{s^{-1}},
\]
\[
f_T=\frac{3}{4\pi}\times9\times10^{11}\ \mathrm{s^{-1}}\approx 2.15\times10^{11}\ \mathrm{Hz}=215\ \mathrm{GHz}.
\]

**The square-law intrinsic cutoff frequency is about 215 GHz.**

A concrete device shows the two ingredients. For \(W=1\) µm and a 2 nm silicon dioxide layer, \(C_{ox}=1.727\ \mathrm{\mu F/cm^2}\), \(g_m=1.554\) mS and \(C_{gs}=1.151\) fF, whose ratio gives the same frequency. Using the full oxide capacitance \(WLC_{ox}=1.727\) fF would give 143 GHz. That capacitance would require the charge to rise equally everywhere along the channel, whereas in saturation the rise shrinks to zero at the drain end.

At fixed mobility and overdrive, \(f_T\) varies as \(1/L^2\): a shorter channel raises \(g_m\) and lowers \(C_{gs}\). At fixed length and mobility it is proportional to \(V_{ov}\). As \(V_{ov}\) approaches the thermal voltage, diffusion can no longer be neglected and this proportionality loses its basis.

## Can the channel follow at this frequency?

The calculation used slowly varying charge and current, yet \(\omega_T\tau=2\), so one cycle lasts only \(\pi\) transit times. This alone does not show whether the channel charge keeps up with the gate, because the transit time is not the time the charge needs to settle. The extrapolation should therefore be compared with the full dynamic response.

When \(u\) depends on time, the current depends on position. Charge conservation says that charge accumulates where more current enters than leaves:
\[
WC_{ox}\frac{\partial u}{\partial t}
=-\frac{\partial}{\partial x}\left(-\mu WC_{ox}u\frac{\partial u}{\partial x}\right)
\quad\Longrightarrow\quad
\frac{\partial u}{\partial t}=\frac{\mu}{2}\frac{\partial^2u^2}{\partial x^2}.
\]
The last step uses \(u\,\partial u/\partial x=\tfrac12\partial u^2/\partial x\). At the source \(u\) follows the gate overdrive; at the drain end it stays zero.

Write \(u=u_0+\mathrm{Re}(u_1e^{j\omega t})\), with \(u_0=V_{ov}\sqrt{s}\). To first order the varying part of \(u^2\) has amplitude \(2u_0u_1\). Define \(w=u_0u_1\). Since \(s=1-x/L\), two derivatives in \(x\) equal \(L^{-2}\) times two derivatives in \(s\), and
\[
j\omega\frac{w}{V_{ov}\sqrt{s}}=\frac{\mu}{L^2}\frac{d^2w}{ds^2}
\quad\Longrightarrow\quad
\frac{d^2w}{ds^2}=j\Omega\frac{w}{\sqrt{s}},\qquad
\Omega=\frac{\omega L^2}{\mu V_{ov}} .
\]
The boundary values are \(w(0)=0\) at the drain and \(w(1)=V_{ov}v\) at the source.

Try \(w=\sum_{n\ge0}a_ns^{p_n}\) with \(p_n=1+3n/2\). Two derivatives lower each power by 2, while division by \(\sqrt{s}\) lowers it by \(1/2\). Since \(p_n-2=p_{n-1}-\tfrac12\), equal powers match when
\[
a_n=\frac{j\Omega}{p_n(p_n-1)}a_{n-1}.
\]
The first coefficients are
\[
a_1=\frac{4j\Omega}{15}a_0,\qquad
a_2=-\frac{\Omega^2}{45}a_0,\qquad
a_3=-\frac{2j\Omega^3}{2227.5}a_0 .
\]

The varying current is \(-\mu WC_{ox}\,dw/dx=(\mu WC_{ox}/L)\,dw/ds\). At the drain, \(s=0\), the derivative is \(a_0\). The gate current is the rate of change of the channel charge, hence the source-end current minus the drain-end current. At the source the derivative is \(\sum p_na_n\); subtracting \(a_0\) leaves the terms with \(n\ge1\):
\[
\frac{i_g}{i_d}=\sum_{n\ge1}\frac{p_na_n}{a_0}
=\frac{2j\Omega}{3}-\frac{4\Omega^2}{45}-\frac{2j\Omega^3}{405}+\dots
\]
The first term alone has magnitude one at \(\Omega=3/2\), which is the result already found.

The squared magnitude shows the size of the correction:
\[
\left|\frac{i_g}{i_d}\right|^2
=\frac49\Omega^2+\left(\frac{16}{2025}-\frac{8}{1215}\right)\Omega^4+\dots
=\frac49\Omega^2\left(1+\frac{2}{675}\Omega^2+\dots\right).
\]
The \(16/2025\) comes from squaring the real term, and \(-8/1215\) from twice the product of the two imaginary terms. Both are small, and they partly cancel: one sixth of the larger remains. At \(\Omega=1.5\) the full series gives a gain of 0.9967 rather than 1, and the gain reaches one at 214.1 GHz, 0.3 % below the extrapolated value.

The nonlinear channel equation was also solved in time at \(\Omega=1.5\), with \(u\) in units of \(V_{ov}\), position in units of \(L\) and time in units of \(L^2/(\mu V_{ov})\). With 150 cells along the channel and a gate amplitude of 2 % of the overdrive, it gave a gain of 0.9966.

This agreement does not mean that the channel responds instantly. The ratio of the dynamic to the static transconductance is
\[
\frac{i_d}{g_mv}=\frac{a_0}{w(1)}=\frac{1}{1+\dfrac{4j\Omega}{15}-\dfrac{\Omega^2}{45}+\dots}.
\]
Here \(i_d=(\mu WC_{ox}/L)a_0\), and \(g_mv=(\mu WC_{ox}/L)V_{ov}v\). At \(\Omega=1.5\) the magnitude is 0.971, but the drain current lags the gate voltage by 23°. The static model is therefore adequate for the magnitude of the current gain here, while a circuit sensitive to phase needs the dynamic response.

## Velocity saturation

Of the corrections estimated here, the largest comes from the assumption of constant mobility. The square law gives an electron speed
\[
\frac{I}{WC_{ox}u}=\frac{\mu V_{ov}}{2L}\frac{1}{\sqrt{s}} .
\]
This is \(4.5\times10^6\) cm/s at the source and grows without limit at the drain. In silicon the drift velocity saturates near \(v_{sat}\approx10^7\) cm/s, a rough value. The model exceeds it where \(\sqrt{s}<0.45\), which is the last 20 % of the channel.

A simple correction replaces \(\mu E\) by \(\mu E/(1+\mu E/v_{sat})\), where \(E=dV/dx\). Then
\[
I\left(1+\frac{\mu}{v_{sat}}\frac{dV}{dx}\right)=\mu WC_{ox}u\frac{dV}{dx}.
\]
Let the channel end at potential \(V_D\), where the electrons reach \(v_{sat}\). Integration to that point, and the current there, give two expressions:
\[
I\left(L+\frac{\mu V_D}{v_{sat}}\right)=\mu WC_{ox}\left(V_{ov}V_D-\tfrac12V_D^2\right),
\qquad I=WC_{ox}v_{sat}(V_{ov}-V_D).
\]
Insert the second into the first, divide by \(\mu WC_{ox}\), and define \(V_c=v_{sat}L/\mu\), which is 0.333 V here:
\[
(V_{ov}-V_D)(V_c+V_D)=V_{ov}V_D-\tfrac12V_D^2 .
\]
Expanding the left side and cancelling \(V_{ov}V_D\) leaves
\[
\tfrac12V_D^2+V_cV_D-V_cV_{ov}=0,\qquad
V_D=-V_c+\sqrt{V_c^2+2V_cV_{ov}} .
\]
The positive root is 0.224 V. Differentiating the quadratic gives \(dV_D/dV_{ov}=V_c/(V_c+V_D)\), so
\[
g_m=WC_{ox}v_{sat}\left(1-\frac{V_c}{V_c+V_D}\right)
=WC_{ox}v_{sat}\frac{V_D}{V_c+V_D}.
\]
For the 1 µm device this is 0.695 mS, 45 % of the square-law value.

The charge changes too. With \(u_D=V_{ov}-V_D\), the current equation becomes \(dx=(L/V_c)(u/u_D-1)\,dV\). Integrating \(WC_{ox}u\,dx\) yields
\[
Q=\frac{WLC_{ox}}{V_c}\left[\frac{V_{ov}^3-u_D^3}{3u_D}-\frac{V_{ov}^2-u_D^2}{2}\right].
\]
Its derivative with respect to \(V_{ov}\), with \(u_D\) changing as well, is 1.383 fF. This exceeds 1.151 fF: the charge at the channel's end is no longer zero and rises with the gate voltage. The lower transconductance and higher capacitance together reduce \(f_T\) to 80 GHz, 63 % below the square-law result. Any channel section beyond the saturation point is left out. The formula used here approaches \(v_{sat}\) slowly and so gives a large reduction. With the same \(v_{sat}\), the form \(\mu E/\sqrt{1+(\mu E/v_{sat})^2}\), often used for electrons, gives about 107 GHz, and an abrupt limit at \(v_{sat}\) gives about 128 GHz.

The opposite limit, \(V_c\ll V_{ov}\), is instructive. Then \(V_D\ll V_{ov}\), the charge is nearly uniform, and to leading order \(I=WC_{ox}v_{sat}V_{ov}\) and \(Q=WLC_{ox}V_{ov}\). Hence \(f_T=v_{sat}/(2\pi L)\). Current and charge are now proportional, so the tempting rule \(2\pi f_T=1/\tau\) becomes correct. The length dependence has weakened from \(1/L^2\) to \(1/L\), and a larger overdrive no longer helps. The limit is approached slowly, and the present device, with \(V_c/V_{ov}=1.1\), is far from it: its 80 GHz is half of \(v_{sat}/(2\pi L)\), and locally \(f_T\) still varies roughly as \(L^{-1.4}V_{ov}^{0.4}\).

## Other neglected effects

**Parasitic capacitance.** Take roughly 0.6 fF for overlap and fringing at both edges of the 1 µm wide gate. This adds to the 1.151 fF without adding transconductance, and the square-law \(f_T\) drops to 141 GHz. With velocity saturation included as well, it is 56 GHz.

**Depletion charge.** The depletion layer widens towards the drain, which can be represented by \(u=V_{ov}-\alpha V\), with a body factor of roughly \(\alpha=1.2\). Now \(dV=-du/\alpha\), so current and \(g_m\) are divided by \(\alpha\). The profile \(u=V_{ov}\sqrt{s}\) is unchanged, and the mean potential is
\[
\overline{V}=\frac{V_{ov}}{\alpha}\int_0^1(1-\sqrt{s})\,ds=\frac{V_{ov}}{3\alpha}.
\]
The gate balances both electron and depletion charge, so its varying charge is \(WLC_{ox}(V_{ov}-\overline V)\) and its capacitance is \(WLC_{ox}[1-1/(3\alpha)]\). Relative to the square law, \(f_T\) is multiplied by
\[
\frac{1}{\alpha}\,\frac{2/3}{1-1/(3\alpha)}=\frac{2}{3\alpha-1}.
\]
This is 0.77 for \(\alpha=1.2\), giving 165 GHz.

**Diffusion.** Diffusion replaces \(u\) by \(u+\phi_t\) in the current equation, where \(\phi_t=25.85\) mV is the thermal voltage at 300 K. If \(u_s\) is the value of \(u\) at the source,
\[
I=\frac{\mu WC_{ox}}{L}\left(\frac{u_s^2}{2}+\phi_tu_s\right),\qquad
Q=WLC_{ox}\,\frac{u_s^3/3+\phi_tu_s^2/2}{u_s^2/2+\phi_tu_s}.
\]
Evaluating \((dI/du_s)/(2\pi\,dQ/du_s)\) at \(u_s=0.3\) V gives 235 GHz, 9 % above the square law. This comparison holds the source-end charge fixed, not the gate voltage. At a fixed gate voltage the surface potential keeps rising above threshold, \(u_s\) falls below \(V_{ov}\), and the correction can change sign. With the threshold defined by \(u_s+\phi_t\ln(u_s/2\phi_t)=V_{ov}\), for example, \(u_s=0.258\) V and \(f_T\) is 205 GHz, 5 % below the square law; the size depends on how the threshold is defined.

## Beside a real transistor

A silicon n-channel device with a 100 nm gate and an oxide about 2 nm thick is a realistic setting, and a surface mobility of a few hundred \(\mathrm{cm^2/Vs}\) is typical. The channel charge at the source produces an oxide field of 1.5 MV/cm, and the depletion charge implied by \(\alpha=1.2\) adds about 1.9 MV/cm. The total, near 3.4 MV/cm, is below the roughly 10 MV/cm at which silicon dioxide breaks down. Such a device departs from several assumptions of the model. Of the departures sized here, the failure of constant mobility moves \(f_T\) most: the mean lateral field \(V_{ov}/L\) is 30 kV/cm, for which \(\mu E\) would already be \(9\times10^6\) cm/s. Parasitic capacitance and non-uniform depletion charge also lower the result. With the rough values above, velocity saturation and parasitics together move the estimate from 215 to 56 GHz. That lower number depends on the chosen velocity formula: the two sharper forms mentioned above give about 75 and 90 GHz. It leaves out the depletion-charge and diffusion corrections, short-channel threshold shifts, series resistance at the source and drain, and electrons that cross part of the channel with few collisions. It indicates the size of the correction and is not a prediction for a particular device. The numerical output lists the inputs and the main results.

## Calculated quantities

```
INPUTS
mobility: 300 cm2/Vs
overdrive: 0.3 V
channel length: 100 nm
channel width: 1 um
oxide thickness: 2 nm
oxide relative permittivity: 3.9
SQUARE-LAW RESULT
oxide capacitance per area: 1.727 uF/cm2
drain current: 0.2331 mA
transconductance: 1.554 mS
channel charge: 0.3453 fC
full oxide capacitance W L C_ox: 1.727 fF
gate-source capacitance: 1.151 fF
rate mu V_ov / L^2: 0.9 1/ps
angular cutoff frequency: 1.35 rad/ps
cutoff frequency f_T: 214.9 GHz
f_T if full W L C_ox were used: 143.2 GHz
transit time: 1.481 ps
1/(2 pi transit time): 107.4 GHz
DYNAMIC CHANNEL AT THE QUASI-STATIC f_T
normalized angular frequency Omega: 1.5
current gain magnitude, series: 0.9967
current gain magnitude, transient: 0.9966
transconductance magnitude / static value: 0.9712
transconductance phase: -22.68 degrees
Omega at unity gain, full series: 1.495
unity-gain frequency, full series: 214.1 GHz (-0.3 %)
NEGLECTED EFFECTS (change relative to square-law f_T)
mean lateral field V_ov/L: 30 kV/cm
oxide field from channel charge at source: 1.5 MV/cm
source-end drift velocity: 4.5e+06 cm/s
rough saturation velocity: 1e+07 cm/s
saturation voltage with velocity limit: 0.2244 V
transconductance with velocity limit: 0.6947 mS
gate capacitance with velocity limit: 1.383 fF
f_T with velocity saturation: 80.0 GHz (-62.8 %)
rough parasitic capacitance: 0.6 fF
f_T with parasitic capacitance: 141.2 GHz (-34.3 %)
f_T with velocity saturation and parasitics: 55.8 GHz (-74.0 %)
rough body factor alpha: 1.2
f_T with depletion-charge variation: 165.3 GHz (-23.1 %)
temperature: 300 K
thermal voltage: 25.85 mV
f_T with diffusion: 234.6 GHz (+9.2 %)
```
